# Why semilocal TDDFT misses the electron-hole attraction in charge-transfer excitations, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one orbital pair to the full LDA response

### One pair of orbitals

Take a donor molecule D with one doubly occupied orbital $\phi_i$, and an acceptor A with one empty orbital $\phi_a$. Both orbitals are real, normalized, mutually orthogonal eigenfunctions of the same ground-state Kohn–Sham Hamiltonian, with energies $\varepsilon_i<\varepsilon_a$. Hartree atomic units are used, so lengths are in bohr and energies in hartree. Write the orbital gap as

$$\Delta=\varepsilon_a-\varepsilon_i .$$

A weak disturbance mixes a little of $\phi_a$ into the occupied orbital:

$$\phi(t)=e^{-i\varepsilon_i t}\,[\phi_i+c(t)\phi_a],\qquad |c|\ll1 .$$

Two electrons occupy this orbital. To first order in $c$ their density changes by

$$\delta n=2\phi_i\phi_a(c+c^*).$$

The term $2|c|^2\phi_a^2$, which describes charge that has arrived on A, is of second order and has been dropped. For a local functional this omission decides the result below.

The changed density changes the potential. In the adiabatic approximation the exchange-correlation potential at time $t$ is the ground-state functional of the density at that time, so that

$$\delta v(\mathbf r,t)=\int\left[\frac{1}{|\mathbf r-\mathbf r'|}+f_{\rm xc}(\mathbf r,\mathbf r')\right]\delta n(\mathbf r',t)\,d\mathbf r',$$

where $f_{\rm xc}=\delta v_{\rm xc}/\delta n$ is taken at the ground-state density. Insert $\phi(t)$ into the time-dependent Kohn–Sham equation and project on $\phi_a$. The time derivative gives $\varepsilon_i c+i\dot c$, and the Hamiltonian gives $\varepsilon_a c+\langle a|\delta v|i\rangle$. Hence

$$i\dot c=\Delta c+K(c+c^*),$$

$$K=2\iint\phi_i\phi_a(\mathbf r)\left[\frac1{|\mathbf r-\mathbf r'|}+f_{\rm xc}(\mathbf r,\mathbf r')\right]\phi_i\phi_a(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

The factor 2 comes from the two electrons; both spins move together, so this is a singlet excitation. With $c=x+iy$ the imaginary and real parts of the equation read

$$\dot x=\Delta y,\qquad -\dot y=(\Delta+2K)x .$$

Differentiating the first and inserting the second gives $\ddot x=-\Delta(\Delta+2K)x$, and therefore

$$\omega^2=\Delta(\Delta+2K).$$

Now move the molecules apart. Where $\phi_i$ is large $\phi_a$ is small, and the reverse. The product $\phi_i\phi_a$ fades everywhere. If the kernel stays tame, $K\to0$ and

$$\omega\to\Delta .$$

Nothing in this result depends on $R$ as $-1/R$. To judge it, one needs the energy that the excitation should have.

### The energy required by electrostatics

Let D and A be neutral, closed-shell and without permanent dipoles. Remove an electron from D, at the cost of the ionization energy $I_D$. Attach it to A, which releases the electron affinity $A_A$. The two ions then interact. With charge densities $\rho_D$ and $\rho_A$, of total charge $+1$ and $-1$, their leading interaction is

$$E_{\rm int}=\iint\frac{\rho_D(\mathbf r_D)\rho_A(\mathbf r_A)}{|R\hat{\mathbf x}+\mathbf s|}\,d\mathbf r_D\,d\mathbf r_A,\qquad \mathbf s=\mathbf r_A-\mathbf r_D .$$

Each position is measured from the charge centre of its own ion, and $R$ is the distance between these centres. Since $|R\hat{\mathbf x}+\mathbf s|^2=R^2(1+\eta)$ with $\eta=2s_x/R+s^2/R^2$, the expansion $(1+\eta)^{-1/2}=1-\eta/2+3\eta^2/8-\dots$ gives

$$\frac1{|R\hat{\mathbf x}+\mathbf s|}=\frac1R-\frac{s_x}{R^2}+\frac{3s_x^2-s^2}{2R^3}+\dots$$

The first term integrates to $(+1)(-1)/R$. The second vanishes because each ion has no dipole about its charge centre. The third leaves quadrupole terms of order $R^{-3}$. Polarization of one ion by the field of the other, which is of size $R^{-2}$, lowers the energy in proportion to the field squared, thus as $R^{-4}$. The interaction of the neutral molecules in the ground state falls faster than $R^{-3}$. The result is

$$\omega_{\rm CT}=I_D-A_A-\frac1R+O(R^{-3}).$$

The two-orbital response therefore lacks the attraction. The remaining questions are whether the kernel can prevent $K$ from vanishing, and whether the other orbitals can restore the missing term.

### The Hartree part of K

The Hartree part is the electrostatic self-energy of the charge distribution $2\phi_i\phi_a$. It is not the interaction between the densities $\phi_i^2$ and $\phi_a^2$, which would fall as $1/R$.

A bound makes the decay explicit. For any two orbitals $\phi_j,\phi_b$ the Cauchy–Schwarz inequality gives

$$\int\frac{|\phi_j\phi_b|}{|\mathbf r-\mathbf r'|}d\mathbf r'\le\left[\int\frac{\phi_j^2}{|\mathbf r-\mathbf r'|}d\mathbf r'\right]^{1/2}\left[\int\frac{\phi_b^2}{|\mathbf r-\mathbf r'|}d\mathbf r'\right]^{1/2}\le P .$$

Here $P$ is finite. Inside a sphere of radius 1 around $\mathbf r$ the integral of $\phi^2/|\mathbf r-\mathbf r'|$ is at most $2\pi\max\phi^2$, and outside it is at most the norm, 1. Thus the Hartree part obeys

$$|K^{\rm H}|\le 2P\int|\phi_i\phi_a|\,d\mathbf r .$$

Suppose that $|\phi_i|\le Ne^{-\kappa r_D}$ and $|\phi_a|\le Ne^{-\kappa r_A}$, with $r_D$ and $r_A$ now the distances from the two molecular centres. The triangle inequality gives $r_D+r_A\ge R$. Split the exponent into halves:

$$e^{-\kappa(r_D+r_A)}\le e^{-\kappa R/2}\,e^{-\kappa r_D/2}.$$

The last factor has a finite integral, so the bound falls at least as fast as $e^{-\kappa R/2}$.

### The LDA part of K

In the local-density approximation $f_{\rm xc}$ is the second derivative of the energy density $e_{\rm xc}(n)$, times a delta function. For exchange, $e_{\rm x}=-\tfrac34(3/\pi)^{1/3}n^{4/3}$, so

$$f_{\rm x}(n)=-\tfrac13\left(\frac3\pi\right)^{1/3}n^{-2/3}.$$

This diverges at low density, which is where the tails of $\phi_i$ and $\phi_a$ meet. A small product could in principle be rescued by a large kernel, so the size must be followed.

Assume a constant $C$ such that $|f_{\rm xc}(n)|\le Cn^{-2/3}$. A scan from $n=10^{-8}$ to $10^3$, for Slater exchange with VWN correlation, gives a largest value of $|f_{\rm xc}|n^{2/3}$ of about $0.556$, at the low-density end. At still lower densities the product rises further, to a finite limit near $0.625$, so a constant $C$ exists but is somewhat larger than the scanned value. Since $\phi_i$ is doubly occupied, $n\ge2\phi_i^2$, and

$$n^{-2/3}\le2^{-2/3}|\phi_i|^{-4/3}.$$

Inserting this into the exchange-correlation part of $K$,

$$|K^{\rm xc}|\le2C\int n^{-2/3}\phi_i^2\phi_a^2\,d\mathbf r\le2^{1/3}C\int|\phi_i|^{2/3}\phi_a^2\,d\mathbf r .$$

Of the two powers of $\phi_i$, the kernel has consumed $4/3$; the remaining $2/3$ still vanishes on A. With exponential tails the integral decays exponentially, by the same splitting of the exponent as before. The LDA divergence is too weak to produce an attraction.

For a gradient-corrected functional the kernel also contains derivatives. The conclusion carries over if its matrix elements obey a comparable bound, which has to be examined for the functional concerned.

### All orbital pairs

Let every occupied orbital $j$ acquire amplitudes $c_{jb}$ on all empty orbitals $b$. Mixing among the occupied orbitals merely rotates them among themselves and leaves the density unchanged. Repeating the projection gives

$$i\dot c_{ia}=\Delta_{ia}c_{ia}+\sum_{jb}K_{ia,jb}(c_{jb}+c_{jb}^*),$$

where $K_{ia,jb}$ has $\phi_i\phi_a$ at one point and $\phi_j\phi_b$ at the other. In matrix form, with $\Delta$ now the diagonal matrix of gaps, the real parts obey

$$\ddot x=-\Delta(\Delta+2K)x .$$

Setting $x=\Delta^{1/2}F$ turns this into a symmetric eigenvalue problem,

$$MF=\omega^2F,\qquad M_{pq}=\Delta_p^2\delta_{pq}+2\sqrt{\Delta_p}\,K_{pq}\sqrt{\Delta_q},$$

in which $p$ and $q$ label orbital pairs.

Let $p$ be the charge-transfer pair $ia$. Every off-diagonal element in its row contains $\phi_i\phi_a$. The Hartree bound above covers these elements too. For the LDA part, $|\phi_j|\le(n/2)^{1/2}$, so

$$n^{-2/3}|\phi_i\phi_j|\le2^{-1/2}n^{-1/6}|\phi_i|\le2^{-2/3}|\phi_i|^{2/3},$$

where the last step uses $n\ge2\phi_i^2$ again. Thus

$$|K^{\rm xc}_{ia,jb}|\le2^{1/3}C\int|\phi_i|^{2/3}|\phi_a\phi_b|\,d\mathbf r\to0 .$$

Small couplings could still matter if another excitation were almost degenerate. To exclude a finite energy shift, expand the unit vector $e_p$ in the normalized eigenvectors of $M$, with coefficients $z_k$ and eigenvalues $\omega_k^2$:

$$\sum_k z_k^2(\omega_k^2-M_{pp})^2=\|(M-M_{pp})e_p\|^2=\sum_{q\ne p}M_{qp}^2 .$$

The $z_k^2$ add up to 1, so at least one $\omega_k^2$ lies within the square root of the right-hand side from $M_{pp}$. In a finite orbital basis this distance vanishes with the overlap, while $M_{pp}\to\Delta_{ia}^2$. A root therefore tends to the orbital gap. Near-degeneracy may mix the eigenvectors, but it does not create a $-1/R$ energy.

### A limit test with two molecules

Two linear BeH$_2$ molecules lie parallel to $z$ and are separated by $R$ along $x$. The donor bonds are 3.0 bohr long and the acceptor bonds 2.5 bohr, chosen to make the molecules inequivalent. The basis is 6-31G. The electron goes from the highest occupied donor orbital to the empty Be $p_y$ orbital of the acceptor. The full LDA response matrix gives, in hartree:

| $R$ | gap | root minus gap |
|---|---|---|
| 12 | 0.19761 | $3.2\times10^{-5}$ |
| 16 | 0.19775 | $1.1\times10^{-8}$ |
| 20 | 0.19780 | below $10^{-12}$ |

At 12 bohr the parts of $K$ are $3.59\times10^{-5}$ and $-2.67\times10^{-5}$, which sum to $0.92\times10^{-5}$. Since $K\ll\Delta$, the single-pair formula gives $\omega-\Delta\approx K$. The root lies $3.17\times10^{-5}$ above the gap, so the remaining $2.25\times10^{-5}$ comes from coupling to other pairs. At 16 bohr both contributions have nearly gone. The speed of this decay belongs to the short Gaussian tails of 6-31G: with one diffuse shell added on Be, the root differs from the gap by about $10^{-4}$ hartree at 12 bohr and still by an amount of order $10^{-7}$ at 20 bohr. The value of $K$ at 12 bohr comes mainly from a small admixture of the donor's own $p_y$ orbital in $\phi_a$, which leaves a weak local product on D. It therefore does not measure the overlap of two undisturbed tails, and its size depends on the basis. With the scanned value of $C$, the bound on $|K^{\rm xc}|$ at 12 bohr is $9.6\times10^{-4}$, well above the actual magnitude, as a bound may be.

The vanishing is not caused by a weak kernel in general. For a local donor excitation into a $p_y$ orbital the same matrix gives $K=0.00595$ hartree, and a finite-difference derivative of the Kohn–Sham potential agrees in a test.

## Second half: where the attraction went, and what restores it

The symbols carry over. Orbital $i$ is occupied on D, orbital $a$ is empty on A, $\Delta=\varepsilon_a-\varepsilon_i$ is their gap, and $K$ is the response matrix element built from the product $\phi_i\phi_a$. The first half showed that $K$ and all its couplings vanish with overlap for LDA, so $\omega\to\Delta$. Electrostatics requires $I_D-A_A-1/R+O(R^{-3})$ instead.

### Moving a fraction of an electron

The simplest way to find the missing term is to transfer a charge $q$ between 0 and 1, by changing the occupation of one spin orbital on each molecule. For well-separated molecules the LDA total energy is

$$E(q)=E_D(q)+E_A(q)-\frac{q^2}R+O(R^{-3}),$$

where D has lost $q$ electrons and A has gained $q$. The attraction is quadratic because both molecules carry the charge.

The slope follows from the variational principle. Write the energy as a function of the occupations $f_k$ and of normalized orbitals. At self-consistency, changes of the orbitals contribute nothing to first order. The explicit derivative is

$$\frac{\partial E}{\partial f_k}=\langle k|-\tfrac12\nabla^2+v_{\rm ext}+v_{\rm H}+v_{\rm xc}|k\rangle=\varepsilon_k .$$

Removing charge from $i$ and adding it to $a$ gives

$$\frac{dE}{dq}=\varepsilon_a(q)-\varepsilon_i(q).$$

The attraction can be read from the levels. An electron on A sees the charge $+q$ on D, which lowers its energy by $q/R$. An electron on D sees the charge $-q$ on A, which raises its energy by $q/R$. The gap changes by $-2q/R$, in agreement with the derivative of $-q^2/R$. Over a complete transfer,

$$\int_0^1\left(-\frac{2q}{R}\right)dq=-\frac1R .$$

Linear response stays at the beginning of this path. In the notation of the first half the amount transferred is $2|c|^2$, of second order in the amplitude. With a local kernel and vanishing overlap, the frequency of a vanishingly small oscillation is the gap at $q=0$, where the electrostatic contribution $-2q/R$ is zero. The LDA energy functional contains the attraction between the finished ions, but its adiabatic linear response does not reach it.

This picture also supplies a condition. If $\varepsilon_a-\varepsilon_i$ were negative at $q=0$, the energy would fall when charge began to flow. The assumed neutral ground state would then be unstable within the functional, and the argument would have the wrong starting point.

For well-separated molecules, adiabatic LDA linear response gives only the orbital gap, although the LDA total energy does contain the $-1/R$ attraction between the finished ions. It remains to distinguish this missing attraction from the error in the gap itself, and to show how nonlocal exchange restores it.

Numbers in the example were calculated in double precision.
